Two derivations of the matching coefficient of an augmented plane wave

**Definitions and conventions**

A crystal with unit-cell volume Ω is divided into non-overlapping spheres around the atoms and the interstitial region between them. One sphere has centre τ and radius R. A point in or on it is written r = τ + ρ, with ρ = |ρ| and direction ρ̂. The wave vector is K = k + G, where k is the Bloch vector and G a reciprocal lattice vector; K also denotes its length and K̂ its direction.

The augmented plane wave (APW) has one form in each region:

φ_K(r) = Ω^(-1/2) exp(iK·r)  (interstitial)

φ_K(r) = Σ_lm A_lm u_l(ρ,E) Y_lm(ρ̂)  (in the sphere) (1)

The sum runs over l = 0, 1, 2, … and m = −l, …, l. The Y_lm are complex spherical harmonics, orthonormal on the unit sphere, with the Condon–Shortley phase, so that Y*_lm = (−1)^m Y_l,−m. The potential V in the sphere is taken as spherically symmetric, and u_l is the real solution, regular at the centre, of

−(ħ²/2m_e) [u_l'' + (2/ρ)u_l' − l(l+1)u_l/ρ²] + V(ρ)u_l = E u_l (2)

at a chosen energy E. Here m_e is the electron mass and a prime means d/dρ. Equation (2) leaves the scale of u_l free. I fix it by ∫₀^R ρ²u_l² dρ = 1, with u_l positive near the centre. Then u_l has the unit m^(-3/2) and A_lm has no unit. Another scale would change A_lm inversely and leave the product A_lm u_l as it is.

The spherical Bessel function j_l(s) is the solution of

s²j'' + 2s j' + [s² − l(l+1)] j = 0 (3)

that starts as s^l/(2l+1)!! at small s, where (2l+1)!! = 1·3·5···(2l+1) and (−1)!! = 1.

The two forms in (1) must have the same value at every point of the sphere surface. If u_l(R,E) ≠ 0 for every l, this requires

A_lm = 4π i^l Ω^(-1/2) exp(iK·τ) j_l(KR) Y*_lm(K̂) / u_l(R,E) (4)

**First derivation: the Rayleigh expansion**

Let s = Kρ and x = K̂·ρ̂, so that exp(iK·ρ) = exp(isx). For fixed s this is a smooth function of x between −1 and 1, and it can be expanded in Legendre polynomials. Since ∫P_l P_l' dx = 2δ_ll'/(2l+1), with all x integrals running from −1 to 1,

exp(isx) = Σ_l (2l+1) c_l(s) P_l(x),  c_l(s) = ½∫P_l(x) exp(isx) dx (5)

To identify c_l, differentiate under the integral. Each derivative with respect to s brings down a factor ix:

s²c_l'' + 2s c_l' + s²c_l = ½∫P_l [s²(1−x²) + 2isx] exp(isx) dx

The bracket can be written as a derivative with respect to x, because

d/dx[(1−x²) d exp(isx)/dx] = −[s²(1−x²) + 2isx] exp(isx)

Insert this and integrate by parts twice. The boundary terms vanish because 1−x² is zero at both ends. The derivatives now act on P_l, and Legendre's equation d/dx[(1−x²)P_l'] = −l(l+1)P_l gives

s²c_l'' + 2s c_l' + s²c_l = l(l+1)c_l

This is equation (3). The integral c_l is finite at s = 0, so it is a multiple of the regular solution j_l.

The multiple follows from small s. Rodrigues' formula is P_l = (1/(2^l l!)) d^l(x²−1)^l/dx^l. For a smooth function f, integrate by parts l times. Each boundary term still contains a factor x²−1 and vanishes. The l sign changes turn (x²−1)^l into (1−x²)^l:

∫P_l f dx = (1/(2^l l!)) ∫(1−x²)^l (d^l f/dx^l) dx (6)

The integral needed next is J(n,l) = ∫x^(2n)(1−x²)^l dx. One integration by parts gives J(n,l) = [2l/(2n+1)] J(n+1,l−1). Repeating this l times ends at J(n+l,0) = 2/(2n+2l+1), so

J(n,l) = 2^(l+1) l! (2n−1)!!/(2n+2l+1)!! (7)

Expand exp(isx) in (5) in powers of s. Powers below s^l drop out, because by (6) P_l is orthogonal to every polynomial of degree below l. The first surviving term is

((is)^l/l!) · ½∫x^l P_l dx = ((is)^l/l!) · ½ · J(0,l)/2^l = i^l s^l/(2l+1)!!

Comparison with the start of j_l gives c_l(s) = i^l j_l(s), and hence

exp(isx) = Σ_l (2l+1) i^l j_l(s) P_l(x) (8)

The series converges uniformly in x. Equation (6) with f = exp(isx), together with (7) for n = 0, gives |j_l(s)| ≤ s^l/(2l+1)!!, while |P_l| ≤ 1. The terms of (8) are therefore bounded by those of a convergent series.

The polynomial P_l(K̂·ρ̂) mixes the two directions, whereas (1) needs functions of ρ̂ alone. Consider

S(K̂,ρ̂) = Σ_m Y*_lm(K̂) Y_lm(ρ̂)

A rotation turns each harmonic of degree l into a combination of harmonics of the same degree, since the angular part of the Laplacian is unchanged by rotation. The matrix of these combinations is unitary, since rotation preserves the inner product. Thus S is unchanged when both directions are rotated together, and K̂ may be turned onto the polar axis. There Y_lm vanishes unless m = 0, and Y_l0 = [(2l+1)/4π]^(1/2). The other factor is Y_l0(ρ̂) = [(2l+1)/4π]^(1/2) P_l(x), because the polar angle of ρ̂ is now its angle to K̂. This is the addition theorem:

P_l(K̂·ρ̂) = [4π/(2l+1)] Σ_m Y*_lm(K̂) Y_lm(ρ̂) (9)

Inserting (9) in (8) cancels the factor 2l+1 and gives the Rayleigh expansion in general directions:

exp(iK·ρ) = 4π Σ_lm i^l j_l(Kρ) Y*_lm(K̂) Y_lm(ρ̂) (10)

The plane wave in (1) is referred to the crystal origin, not to the sphere centre. Since K·r = K·τ + K·ρ, it is exp(iK·τ) times (10). Equality of the two forms at ρ = R reads

Σ_lm A_lm u_l(R,E) Y_lm(ρ̂) = 4πΩ^(-1/2) exp(iK·τ) Σ_lm i^l j_l(KR) Y*_lm(K̂) Y_lm(ρ̂)

Multiply by the conjugate of one chosen harmonic of ρ̂ and integrate over all directions. Orthonormality leaves one term on each side:

A_lm u_l(R,E) = 4π i^l Ω^(-1/2) exp(iK·τ) j_l(KR) Y*_lm(K̂) (11)

Division by u_l(R,E) gives (4).

Two special cases follow. At K = 0 every j_l with l > 0 vanishes, and A_00 = (4π)^(1/2) Ω^(-1/2)/u_0(R,E) is the one nonzero coefficient. If V = 0 and E = ħ²K²/2m_e, the regular solution of (2) is u_l = N_l j_l(Kρ) with a constant N_l. Then N_l cancels in A_lm u_l(ρ), and (1) becomes the Rayleigh expansion at every ρ ≤ R: the plane wave continues unchanged through the sphere, provided no j_l(KR) is zero.

**Second derivation: projection and rotational symmetry**

This route does not expand the plane wave. Project the matching condition onto one harmonic at once:

A_lm u_l(R,E) = Ω^(-1/2) exp(iK·τ) ∫Y*_lm(ρ̂) exp(isK̂·ρ̂) dω,  s = KR (12)

where dω is the element of solid angle of ρ̂. The task is a single surface integral. Define first, without the conjugate,

g_lm(K̂) = ∫Y_lm(ρ̂) F(K̂·ρ̂) dω,  F(x) = exp(isx)

Let L = −i r×∇ be the angular momentum operator divided by ħ, with a subscript for the direction on which it acts. Acting on the scalar product, L_K gives −i K̂×ρ̂ and L_ρ gives −i ρ̂×K̂, which is the opposite. By the chain rule L_K F = −L_ρ F. This expresses that F does not change when both directions turn together. Therefore

L_K g_lm = −∫Y_lm (L_ρ F) dω = ∫(L_ρ Y_lm) F dω (13)

The last step is an integration by parts over the closed sphere, which has no boundary term.

Equation (13) holds for each component of L and can be applied repeatedly. So g_lm behaves under L², L_z and L_± = L_x ± iL_y as Y_lm does. From L² and L_z it follows that g_lm = λ_lm Y_lm(K̂), since a regular function on the sphere with given l and m is unique up to a factor. The ladder operator shows that the factor does not depend on m. With L_+Y_lm = N Y_l,m+1 and N ≠ 0 for m < l, acting on g_lm = λ_lm Y_lm gives λ_lm N Y_l,m+1, while (13) gives N g_l,m+1 = N λ_l,m+1 Y_l,m+1. Hence λ_lm = λ_l,m+1, and the common value is called λ_l.

The integral in (12) contains Y*_lm = (−1)^m Y_l,−m. Its value is (−1)^m λ_l Y_l,−m(K̂) = λ_l Y*_lm(K̂). This is how the conjugate comes to stand on the harmonic of K̂.

Since λ_l does not depend on m or K̂, it can be found from the easiest case, m = 0 with K̂ along the polar axis. The factor [(2l+1)/4π]^(1/2) appears in both g_l0 and Y_l0 and cancels. The azimuthal integral gives 2π:

λ_l = 2π∫P_l(x) exp(isx) dx

Now use (6) with f = exp(isx), whose l-th derivative is (is)^l exp(isx). Expand the remaining exponential. Odd powers of x integrate to zero, and even powers give J(n,l):

λ_l = 4π [(is)^l/(2^(l+1) l!)] Σ_n (−1)^n s^(2n) J(n,l)/(2n)!

Insert (7) and use (2n)! = 2^n n! (2n−1)!!:

λ_l = 4π i^l s^l Σ_n (−1)^n s^(2n)/[2^n n! (2l+2n+1)!!] (14)

To recognize the sum, put j_l = s^l Σ_n b_n s^(2n) into (3). The terms of power s^(l+2n) give

[(l+2n)(l+2n+1) − l(l+1)] b_n = 2n(2l+2n+1) b_n = −b_(n−1)

With b_0 = 1/(2l+1)!! this yields b_n = (−1)^n/[2^n n! (2l+2n+1)!!], the coefficients in (14). Thus λ_l = 4π i^l j_l(KR). Equation (12) becomes (11), and division by u_l(R,E) again gives (4).

The phase exp(iK·τ) stands outside the integral and holds all the dependence on the position of the sphere. For an equivalent sphere at τ + T, with T a lattice vector, A_lm gains the factor exp(iK·T) = exp(ik·T), because G·T is a multiple of 2π. This is the Bloch condition.

**What each derivation assumes**

Both derivations assume a plane wave outside, a sharp spherical boundary and u_l(R,E) ≠ 0. Neither uses the radial equation (2): only the number u_l(R,E) enters, so the same coefficient would match any other set of radial functions. Both use Rodrigues' formula and the integral (7), the first for n = 0 and the second for all n.

The first derivation also assumes that the Legendre polynomials are complete, so that (5) represents the plane wave. In return it gives the wave at every ρ, and it shows that the series with the coefficients (4) does reproduce the plane wave on the surface. Rotational symmetry enters through the addition theorem.

The second derivation needs neither completeness nor the addition theorem to find a coefficient. It treats one pair l, m at a time and shows what A_lm must be if the values match. That the full series then does match is a separate statement, which needs the completeness of the Y_lm. Up to (13) and the result g_lm = λ_l Y_lm it holds for any smooth function F of K̂·ρ̂; the exponential matters only in the evaluation of λ_l.

**A worked case**

Take a model simple cubic cell with a = 0.40 nm and one sphere of R = 0.15 nm at τ = (0.2, 0.1, 0) nm. Then Ω = 0.0640 nm³. The potential in the sphere is

V(ρ) = −(e²/4πε₀)(1/ρ − 1/R)

which is zero at the surface. The energy is E = 5.0 eV, and K = (17.279, 3.142, 4.712) nm⁻¹, so that KR = 2.7275.

For this potential (2) has a power-series solution. Put y = ρ/R and u_l = N_l y^l Σ_n a_n y^n with a_0 = 1. Comparing powers of y gives

n(n+2l+1) a_n = −β a_(n−1) + η a_(n−2),  a_(−1) = 0

with β = 2m_e R e²/(4πε₀ħ²) = 5.67 and η = (2m_e R²/ħ²)[e²/(4πε₀R) − E] = 2.72. The constant N_l follows from the normalization. The surface values are u_0(R) = −20.703 nm^(-3/2) and u_1(R) = 30.249 nm^(-3/2). The negative sign means that u_0 has changed sign between the centre and the surface.

The common factors are 4πΩ^(-1/2) = 49.673 nm^(-3/2) and exp(iK·τ) = −0.8090 − 0.5878i. For l = 0, with j_0(KR) = 0.14752 and Y_00 = 0.28209,

A_00 = 49.673 × 0.14752 × 0.28209/(−20.703) × (−0.8090 − 0.5878i)
= −0.09985 × (−0.8090 − 0.5878i) = 0.0808 + 0.0587i

For l = 1, m = 0, with j_1(KR) = 0.38974 and Y_10(K̂) = 0.12663,

A_10 = i × 49.673 × 0.38974 × 0.12663/30.249 × (−0.8090 − 0.5878i)
= 0.08104 × (0.5878 − 0.8090i) = 0.0476 − 0.0656i

The numerical check evaluates the surface integral (12) by quadrature for all l ≤ 6. The largest difference from (4) is 1.8 × 10⁻¹⁵, which is rounding error.

**Finite cutoff, slope and failure**

In practice the sum in (1) stops at some l = L, and the values then match only approximately. By (11) and orthonormality, the missing terms have a mean square over the surface of (1/4π)Σ|A_lm u_l|², summed over l > L. Equation (9) with equal directions gives Σ_m|Y_lm|² = (2l+1)/4π. Relative to the plane-wave amplitude Ω^(-1/2), the root-mean-square mismatch is therefore

δ_L = [Σ_(l>L) (2l+1) j_l²(KR)]^(1/2)

In the worked case it is 36% for L = 2, 3.7% for L = 4, 0.17% for L = 6 and 0.005% for L = 8. The bound |j_l| ≤ (KR)^l/(2l+1)!! shows why it falls so fast: from one l to the next the bound shrinks by the factor KR/(2l+3). A larger K or a larger sphere needs a larger L.

Equation (4) uses up the one free constant in each channel l, m, so the slope cannot be matched as well. It is continuous in a channel with j_l(KR) ≠ 0 and Y_lm(K̂) ≠ 0 only if the logarithmic derivatives R u_l'(R)/u_l(R) and KR j_l'(KR)/j_l(KR) agree. Here they are 2.42 and −7.21 for l = 0, and −0.18 and −0.97 for l = 1. The APW has a kink on the sphere.

It is also not normalized to one in the cell. Orthonormality and the scale chosen for u_l make its weight in the sphere Σ_lm|A_lm|², which is 0.162 here. The plane wave would have 4πR³/(3Ω) = 0.221 there. The weight in the cell is thus 1 − 0.2209 + 0.1625 = 0.9416, or 0.942 to three figures.

The formula fails where u_l(R,E) = 0. The left side of (11) is then zero, and no A_lm can match a nonzero right side. To see what happens nearby, write P = ρu_l, for which (2) becomes

P'' = [l(l+1)/ρ² + 2m_e(V − E)/ħ²] P

Let a dot mean ∂/∂E. Differentiating this equation with respect to E gives the same bracket times Ṗ, and in addition −(2m_e/ħ²)P. The bracket cancels in the combination

(PṖ' − P'Ṗ)' = PṖ'' − P''Ṗ = −(2m_e/ħ²)P²

Integrate from 0 to R. The lower limit gives nothing, since P and Ṗ vanish there, and ∫P² dρ = 1. At an energy E₀ where P(R) = 0, what remains is P'(R)Ṗ(R) = 2m_e/ħ². There P'(R) = R u_l'(R) and Ṗ(R) = R u̇_l(R), so

∂u_l(R,E)/∂E = 2m_e/[ħ²R²u_l'(R)] at E = E₀ (15)

This is not zero, so u_l(R,E) passes through zero linearly and A_lm grows as 1/(E − E₀) when the right side of (11) is nonzero. In the worked case u_0(R,E) vanishes at E₀ = −1.340 eV, and (15) gives −3.878 nm^(-3/2) eV⁻¹. At 0.1 eV above E₀ this predicts

|A_00| ≈ 49.673 × 0.14752 × 0.28209/(3.878 × 0.1) = 5.33

The directly computed value is also 5.33. It rises to 53.3 at 0.01 eV and 533 at 0.001 eV above E₀, compared with 0.0998 at E = 5.0 eV. This divergence is called the asymptote problem of the APW method. It can be avoided by moving E only as long as E is free. By (2), any sum of APWs built at energy E satisfies Hφ = Eφ inside the sphere for the spherical potential V. If it is to be a state of energy ε there, then (E − ε)φ = 0, so E must equal ε unless φ vanishes in the sphere. Nothing in general keeps ε away from an energy at which some u_l(R,E) is zero. The worked case shows only the form of the pole and not a band at E₀ = −1.340 eV. The lowest band cannot lie above this E₀ at any k, because u_0 at E₀, continued by zero outside the spheres, is an admissible trial function of energy E₀.

Table of computed values

```
hbar^2/(2m) = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
a = 0.40 nm, R = 0.15 nm, Omega = 0.0640 nm^3
tau = [0.2 0.1 0. ] nm
K = [17.2788  3.1416  4.7124] nm^-1
|K| = 18.1833 nm^-1, KR = 2.7275 (no unit)
cos(theta_K) = 0.25916, phi_K = 0.17985 rad
K.tau = 3.76991 rad
exp(i K.tau) = -0.80902 -0.58779i (no unit)
E = 5.0 eV, hbar^2 K^2/(2m) = 12.597 eV
4 pi/sqrt(Omega) = 49.6729 nm^-3/2
Y_00(K) = 0.28209, Y_10(K) = 0.12663 (no unit)
l=0: j_l(KR) = 0.14752 (no unit), u_l(R) = -20.7032 nm^-3/2
l=1: j_l(KR) = 0.38974 (no unit), u_l(R) = 30.2485 nm^-3/2
l=2: j_l(KR) = 0.28115 (no unit), u_l(R) = 41.6575 nm^-3/2
l=3: j_l(KR) = 0.12567 (no unit), u_l(R) = 49.2303 nm^-3/2
A_0,0 formula +0.080778 +0.058689i, quadrature +0.080778 +0.058689i (no unit)
A_1,-1 formula +0.154413 -0.147535i, quadrature +0.154413 -0.147535i (no unit)
A_1,0 formula +0.047635 -0.065564i, quadrature +0.047635 -0.065564i (no unit)
A_1,1 formula -0.092598 +0.192446i, quadrature -0.092598 +0.192446i (no unit)
A_2,0 formula -0.068305 -0.049627i, quadrature -0.068305 -0.049627i (no unit)
largest |formula - quadrature|, l <= 6: 1.8e-15 (no unit)
cutoff L=2: relative rms value mismatch = 3.568e-01
cutoff L=4: relative rms value mismatch = 3.701e-02
cutoff L=6: relative rms value mismatch = 1.746e-03
cutoff L=8: relative rms value mismatch = 4.697e-05
cutoff L=10: relative rms value mismatch = 8.169e-07
l=0: R u'/u = 2.4158, KR j'/j = -7.2057 (no unit)
l=1: R u'/u = -0.1784, KR j'/j = -0.9676 (no unit)
l=2: R u'/u = 1.3794, KR j'/j = 0.7809 (no unit)
l=3: R u'/u = 2.5695, KR j'/j = 2.1021 (no unit)
l=0: weight in sphere = 0.00997 (no unit)
l=1: weight in sphere = 0.09779 (no unit)
l=2: weight in sphere = 0.04472 (no unit)
l=3: weight in sphere = 0.00896 (no unit)
total weight, l <= 8: 0.16249 (no unit)
plane-wave weight in sphere = 0.22089 (no unit)
E0 with u_0(R,E0) = 0: -1.34006 eV
du_0(R)/dE at E0: formula -3.87816, difference -3.87816 nm^-3/2 eV^-1
|A_00| at E = 5.0 eV: 0.09985 (no unit)
|A_00| at E0 + 0.1 eV: 5.3305 (no unit)
|A_00| at E0 + 0.01 eV: 53.3025 (no unit)
|A_00| at E0 + 0.001 eV: 533.0252 (no unit)
```
